# Why Good BSE Singlets Do Not Guarantee Good Triplets

Twist ethylene about its double bond by 62.4°, and a full Bethe-Salpeter (BSE) calculation puts its lowest triplet 0.45 eV above the ground state. A coupled-cluster calculation in the same small basis (6-31G) gives 1.45 eV. One degree further, the BSE energy in this basis reaches zero. The stability of the singlets gives no warning of this: every singlet excitation energy of the same calculation is still real and positive.

## The belief and its appeal

The belief is that a BSE scheme found accurate for singlets will be about as accurate for triplets. The argument for it is reasonable: both spins use the same orbitals, quasiparticle energies and screened interaction \(W\), and the triplet equation merely lacks one term. If singlets have tested the ingredients, triplets should inherit the accuracy.

The flaw is that the missing term also protects the singlets from an instability. To see this, the equations are needed for a closed-shell molecule with real orbitals. Occupied orbitals are \(i,j\), virtual ones \(a,b\), and general ones \(p,q,r,s\); \((pq|rs)\) is the bare Coulomb integral with the orbitals of one electron on each side of the bar.

## Screening and quasiparticle energies

Let \(\Delta\) be the diagonal matrix of Hartree-Fock gaps \(\epsilon_a-\epsilon_i\), \(V_{ia,jb}=(ia|jb)\), and \(R_{pq,ia}=(pq|ia)\). At imaginary frequency \(i\nu\), one spin contributes to the independent-particle response

\[
\frac1{i\nu-\Delta}-\frac1{i\nu+\Delta}=-\frac{2\Delta}{\Delta^2+\nu^2},
\]

so two spins give \(\chi_0=-4\Delta/(\Delta^2+\nu^2)\). Summing \(W=v+v\chi_0W\) as a geometric series gives

\[
W-v=R\chi_0(1-V\chi_0)^{-1}R^T
=-R\left[\frac{\Delta^2+\nu^2}{4\Delta}+V\right]^{-1}R^T .
\]

Diagonalize \(\Delta^{1/2}(\Delta+4V)\Delta^{1/2}=Z\Omega^2Z^T\). The bracket equals \(\tfrac14\Delta^{-1/2}Z(\Omega^2+\nu^2)Z^T\Delta^{-1/2}\). With \(w=\sqrt2\,R\Delta^{1/2}Z\Omega^{-1/2}\), its inverse gives

\[
W_{pq,rs}(i\nu)=(pq|rs)-\sum_m\frac{2\Omega_m w_{pq}^m w_{rs}^m}{\Omega_m^2+\nu^2}.
\]

The BSE below uses the static value \(\nu=0\), where the subtracted term is \(2\sum_m w_{pq}^mw_{rs}^m/\Omega_m\).

The \(GW\) correlation self-energy, for \(z\) inside the gap, is

\[
\Sigma_p(z)=-\frac1{2\pi}\sum_q\int_{-\infty}^{\infty}d\nu\,
\frac{(W-v)_{pq,pq}(i\nu)}{z+i\nu-\epsilon_q}.
\]

Put \(x=z-\epsilon_q\). The part of the integrand odd in \(\nu\) vanishes, leaving \(x/(x^2+\nu^2)\) in place of the fraction \(1/(x+i\nu)\). Since

\[
\int_{-\infty}^{\infty}\frac{d\nu}{(\Omega^2+\nu^2)(x^2+\nu^2)}=\frac{\pi}{\Omega|x|(\Omega+|x|)},
\]

each term becomes \(w^2\,\mathrm{sgn}(x)/(\Omega+|x|)\). Here \(x>0\) for occupied and \(x<0\) for virtual \(q\), so

\[
\Sigma_p(z)=\sum_m\left[\sum_i\frac{(w_{pi}^m)^2}{z-\epsilon_i+\Omega_m}
+\sum_a\frac{(w_{pa}^m)^2}{z-\epsilon_a-\Omega_m}\right].
\]

This form is continued to \(z=\epsilon_p\). Exchange is already in \(\epsilon_p\), so the quasiparticle energy obeys \(E_p=\epsilon_p+\Sigma_p(E_p)\). Linearizing about \(\epsilon_p\) gives \(E_p=\epsilon_p+\Sigma_p/(1-\Sigma_p')\), which is one-shot \(G_0W_0\) on Hartree-Fock.

## Where spin enters

With \(W\) static and held fixed, the BSE is the linear response of a mean field whose exchange acts through \(W\). Let \(X_{jb}\) and \(Y_{jb}\) be the excitation and de-excitation parts of the density-matrix change. The induced Hartree field contains both spins, \(\sum_{jb}(ia|jb)(X+Y)_{jb}\). The induced exchange field contains the same spin alone, \(-\sum_{jb}(W_{ij,ab}X_{jb}+W_{ib,ja}Y_{jb})\).

For equal changes in both spins the Hartree terms add to \(2V\); for opposite changes they cancel. Hence, with \(D\) the diagonal matrix of quasiparticle gaps,

\[
A=D+\kappa V-W_{ij,ab},\qquad B=\kappa V-W_{ib,ja},
\]

with \(\kappa=2\) for singlets and \(\kappa=0\) for triplets. The equations are

\[
AX+BY=\omega X,\qquad BX+AY=-\omega Y .
\]

The Tamm-Dancoff approximation (TDA) drops \(B\) and leaves \(AX=\omega X\).

Subtracting and adding the two equations gives

\[
(A-B)(X-Y)=\omega(X+Y),\qquad (A+B)(X+Y)=\omega(X-Y).
\]

Assume \(S=A-B\) is positive definite and write \(X+Y=S^{1/2}T\). The first equation gives \(X-Y=\omega S^{-1/2}T\). Inserting both in the second and multiplying by \(S^{1/2}\),

\[
MT=\omega^2T,\qquad M=S^{1/2}(A+B)S^{1/2}.
\]

For any vector \(t\), \(t^TMt\) is the quadratic form of \(A+B\) at \(S^{1/2}t\). So \(M\) is positive exactly when \(A+B\) is, and stability is lost when the lowest eigenvalue of \(A+B\) reaches zero.

Now compare the spins. In \(A-B\) the term \(\kappa V\) cancels, so \(S\) is the same for both. In \(A+B\) it doubles, and therefore

\[
M_{\rm singlet}=M_{\rm triplet}+4S^{1/2}VS^{1/2}.
\]

The Coulomb matrix \(V\) has no negative eigenvalue. Each ordered singlet root thus lies no lower than the corresponding triplet root, and singlets cannot lose stability first. A set of good singlets tests a matrix to which a stabilizing term has been added.

## Coupling lowers the energy

Normalize by \(X^TX-Y^TY=1\), and for trial vectors \(x,y\) define

\[
F=x^TAx+y^TAy+2x^TBy,\qquad N=x^Tx-y^Ty.
\]

With \(x+y=S^{1/2}t\) and \(x-y=S^{-1/2}r\), expansion gives \(F=\tfrac12(t^TMt+r^Tr)\) and \(N=t^Tr\). If \(\omega_0\) is the lowest root, then for \(N>0\)

\[
F\ge\tfrac12(\omega_0^2|t|^2+|r|^2)\ge\omega_0|t||r|\ge\omega_0N .
\]

Equality holds for the lowest eigenvector with \(r=\omega_0t\), so \(\omega_0\) is the minimum of \(F/N\). Choosing \(y=0\) and \(x\) as the lowest TDA vector gives \(\omega_0\le\omega_{\rm TDA}\). This holds for either spin in the stable region.

For one transition, \(M=(A-B)(A+B)\), so

\[
\omega=\sqrt{A^2-B^2},\qquad A-\omega=\frac{B^2}{A+\omega}\approx\frac{B^2}{2A}
\]

when \(|B|\ll A\). The sign of \(B\) does not matter for the lowering.

## Errors are amplified

Suppose all quasiparticle gaps are wrong by the same small \(\delta\), so \(A\to A+\delta\). At a solution the derivatives of \(F\) with respect to \(x\) and \(y\) are \(2\omega X\) and \(-2\omega Y\), which are \(\omega\) times those of \(N\). A change of the vectors at fixed \(N\) therefore has no first-order effect, and

\[
\frac{d\omega}{d\delta}=X^TX+Y^TY=1+2Y^TY .
\]

In TDA this gap factor is one. For full BSE, let \(\tau\) be the unit vector along \(T\). The normalization is \((X+Y)^T(X-Y)=\omega T^TT=1\), so \(T=\tau/\sqrt\omega\) and

\[
X^TX+Y^TY=\frac12\left(\frac{\tau^TS\tau}{\omega}+\omega\,\tau^TS^{-1}\tau\right).
\]

As \(\omega\to0\) with \(S\) positive, the factor grows as \(1/\omega\). Errors in the kernel enter similarly: their first-order effect is \(X^T\delta A\,X+Y^T\delta A\,Y+2X^T\delta B\,Y\), with amplitudes that grow near the instability.

Let a geometric parameter \(\theta\) carry one eigenvalue of the triplet \(A+B\) linearly through zero at \(\theta_c\). Because \(\det M=\det S\,\det(A+B)\) and the other factors stay finite and nonzero, the lowest \(\omega^2\) is proportional to \(\theta_c-\theta\). Thus \(\omega\propto\sqrt{\theta_c-\theta}\). The TDA energy stays positive there, since \(A=\tfrac12[(A+B)+(A-B)]\) is half the sum of a non-negative and a positive matrix.

## A model with a known answer

Lowering an energy is an error only if the energy should have been higher. Two electrons in two orbitals \(g,u\) of different symmetry settle this in a simple case. Let the one-electron energies differ by \(d\), let all direct integrals equal \(J\), and let the exchange integral be \(K>0\). Use Hartree-Fock energies and bare interactions.

Then \(\epsilon_g=h_g+J\) and \(\epsilon_u=h_u+2J-K\), so the orbital gap is \(d+J-K\). Subtracting the direct attraction \(J\) gives the triplet elements \(A=d-K\), \(B=-K\). Adding \(2K\) to each gives the singlet elements \(A=d+K\), \(B=K\). Hence

\[
\omega_T=\sqrt{d^2-2dK},\qquad \omega_S=\sqrt{d^2+2dK}.
\]

For the exact answer in these two orbitals, measure energies from the determinant \(g^2\). The determinant \(u^2\) lies at \(2d\) and couples to \(g^2\) through \(K\), so the ground state is at \(d-\sqrt{d^2+K^2}\). The open-shell states lie at \(d\mp K\). The exact excitation energies are

\[
\omega_{T}^{\rm ex}=\sqrt{d^2+K^2}-K,\qquad
\omega_{S}^{\rm ex}=\sqrt{d^2+K^2}+K .
\]

For \(K\ll d\), to second order in \(K\), the exact energies are \(d\mp K+K^2/(2d)\), the TDA ones \(d\mp K\), and the full ones \(d\mp K-K^2/(2d)\). Ground-state correlation should raise the excitation energy; the coupling lowers it. At this order both spins suffer the same error, \(-K^2/d\) in full response and \(-K^2/(2d)\) in TDA.

The spins part company at stronger coupling. At \(d=2K\) the full triplet energy is zero, TDA gives \(K\), and the exact value is \((\sqrt5-1)K\approx1.24K\). The full singlet energy is \(2.83K\) against an exact \(3.24K\), with a gap factor \(A/\omega=3/2.83=1.06\). The model leaves out screening and the other orbitals, so it explains a mechanism and does not predict the sign of every molecular error.

## Ethylene and formaldehyde

The molecular calculations use the 6-31G basis with all electrons correlated. The reference is EOM-CCSD in the same basis, which omits explicit triple excitations and is neither exact nor a substitute for experiment. For the triplet of planar ethylene, a difference of CCSD(T) total energies gives 4.65 eV against 4.61 eV from EOM-CCSD. Errors below are BSE minus EOM-CCSD, in eV.

| State | EOM | Full error | TDA error |
|---|---:|---:|---:|
| C₂H₄ singlet π→π* | 9.670 | −0.836 | −0.007 |
| C₂H₄ triplet π→π* | 4.613 | −0.173 | +0.158 |
| H₂CO singlet n→π* | 3.930 | +0.470 | +0.499 |
| H₂CO triplet n→π* | 3.529 | +0.113 | +0.148 |
| H₂CO triplet π→π* | 5.971 | −0.455 | −0.109 |

These values are not converged in the basis. In cc-pVDZ (frozen-core EOM-CCSD) the full and TDA errors, in the order of the table, are −0.56 and +0.16, −0.17 and +0.13, +0.41 and +0.45, +0.09 and +0.15, −0.40 and −0.08 eV; the near-zero TDA error of the ethylene singlet is thus particular to 6-31G. The \(GW\) gap of ethylene falls from 14.45 eV to 14.06 eV in cc-pVDZ and 13.67 eV in cc-pVTZ. The pattern discussed below is the same in 6-31G and cc-pVDZ.

Accuracy does not carry over between spins, but neither are triplets uniformly the worse case. The largest full-BSE error in this table belongs to a singlet. The formaldehyde π→π* triplet is nearly half an eV too low, while the n→π* triplet is slightly too high. For the n→π* pair, full BSE gives a singlet-triplet splitting of \(4.400-3.642=0.758\) eV, against \(3.930-3.529=0.401\) eV from the reference.

TDA removes \(0.455-0.109=0.346\) eV of the formaldehyde π→π* error. For the triplet of planar ethylene it replaces an underestimate by an overestimate of nearly equal size. For the n→π* states, which couple weakly, it changes little and makes the error slightly larger. TDA thus repairs part of the error for some states, but not for all.

The elements for the HOMO-LUMO transition of ethylene show the spin structure. The triplet has \(A=4.987\) and \(B=-1.399\) eV; the singlet has \(A=11.022\) and \(B=4.636\) eV. Both differences are 6.035 eV, the common term \(2V\). For the triplet, one transition gives

\[
\sqrt{4.987^2-1.399^2}=4.787\ \text{eV},
\]

a lowering of 0.200 eV. With all transitions the lowering is \(4.771-4.440=0.331\) eV, so the one-transition picture gives the mechanism but not the full amount. The gap factors of the planar singlet and triplet are 1.069 and 1.068. In the planar molecule the two states are thus almost equally sensitive to a gap error.

Is the ethylene triplet too low because the \(GW\) gap is too small? The gap is 14.449 eV, against 14.493 eV from EOM-CCSD ionization and attachment energies in this basis. Raising all gaps by the difference, 0.044 eV, should raise the full triplet by \(1.068\times0.044=0.047\) eV. The recomputed value, 4.487 eV, agrees. An error of \(4.487-4.613=-0.126\) eV remains, so most of the discrepancy is not cured by this gap correction. The TDA value moves further from the reference, to 4.815 eV: its smaller original error had benefited from a cancellation.

## Approaching the instability

Twisting the double bond brings the lowest eigenvalue of the triplet \(A+B\) from 3.09 eV in the planar molecule to zero at 63.41°. This angle depends on the basis: it is 64.4° in cc-pVDZ, and at a twist of 62.41° the full triplet energy is 0.45, 0.63 and 0.84 eV in 6-31G, cc-pVDZ and cc-pVTZ, while the TDA energy stays between 1.37 and 1.45 eV. The restricted Hartree-Fock reference, with its own gaps and the bare interaction, is already triplet-unstable in the planar molecule (lowest eigenvalue −0.22 eV, and −2.99 eV at 62.41°); with quasiparticle gaps and screened \(W\) the instability appears only at large twist. The triplet energies in eV are:

| Twist | EOM | TDA | Full | Gap factor |
|---:|---:|---:|---:|---:|
| 0° | 4.613 | 4.771 | 4.440 | 1.068 |
| 31.71° | 3.635 | 3.718 | 3.352 | 1.097 |
| 62.41° | 1.449 | 1.384 | 0.454 | 2.897 |

The full-BSE error grows from −0.17 to −0.28 and then to about −1.0 eV, while the last TDA error is −0.06 eV. At 62.41° the largest gap factor of any singlet is 1.132. Here the asymmetry in stability and in sensitivity to gap errors is plain, and it is the one derived above: the singlets keep the stabilizing term. That term prevents them from losing stability before the triplets do; it does not guarantee that they are accurate. The reference itself is uncertain by about 0.1 eV at this angle: a difference of frozen-core CCSD(T) total energies gives 1.57 eV instead of 1.45 eV, which would make the TDA error about −0.2 eV and the full-BSE error about −1.1 eV. The failure of full BSE does not depend on this choice.

The square-root law can be read from two further points. At 0.1° and 0.4° before the instability the full energies are 0.1412 and 0.2838 eV, a ratio of 2.01; the law requires \(\sqrt{0.4/0.1}=2\).

The factor 2.897 also shows how little error the calculation can bear. Near the instability \(\omega^2\) is the quantity that varies smoothly, and its slope with a rigid gap shift is \(2\omega\,d\omega/d\delta=2(0.454)(2.897)=2.63\) eV. Taking that slope as constant, \(\omega^2=0.206\ \text{eV}^2\) is exhausted by a gap error of \(-0.206/2.63\approx-0.08\) eV. An error that would hardly show in a singlet is then enough to make the triplet energy imaginary.

## What to check instead

A triplet calculation needs its own evidence. The lowest eigenvalue of the triplet \(A+B\) tells how near the instability is, though it may belong to a different state from the one of interest. For the state itself, the full-TDA difference tells how far the coupling lowers its energy, and the gap factor how strongly it responds to an error in the gaps. When the eigenvalue is small, TDA is the safer of the two, since its energy has no square-root collapse. It still inherits any errors of \(D\) and \(W\). A small full-TDA difference is no proof of accuracy either: for the n→π* singlet the two differ by 0.03 eV, yet both lie almost half an eV above the reference. Near the instability a method that treats the correlated ground state explicitly is needed for comparison.

## Calculated quantities

```
Basis: 6-31g ; all electrons correlated
C2H4: CC 1.33 A, CH 1.08 A, CCH 121.5 deg
H2CO: CO 1.21 A, CH 1.11 A, HCO 122.0 deg
Energies in eV; error = BSE minus EOM-CCSD
C2H4 singlet pi-pi*: full 8.835, TDA 9.664, EOM 9.670
  errors: full -0.836, TDA -0.007; gap factor 1.069
C2H4 triplet pi-pi*: full 4.440, TDA 4.771, EOM 4.613
  errors: full -0.173, TDA +0.158; gap factor 1.068
H2CO singlet n-pi*: full 4.400, TDA 4.429, EOM 3.930
  errors: full +0.470, TDA +0.499; gap factor 1.005
H2CO triplet n-pi*: full 3.642, TDA 3.677, EOM 3.529
  errors: full +0.113, TDA +0.148; gap factor 1.006
H2CO triplet pi-pi*: full 5.517, TDA 5.862, EOM 5.971
  errors: full -0.455, TDA -0.109; gap factor 1.059
Planar C2H4, largest gap factor of any singlet: 1.069
C2H4 triplet HOMO-LUMO elements: A 4.987, B -1.399 eV
One-transition full energy: 4.787 eV
C2H4 singlet HOMO-LUMO elements: A 11.022, B 4.636 eV
C2H4 triplet from CCSD(T) total energies: 4.646 eV
C2H4 gaps: HF 14.920, GW 14.449, EOM-CCSD 14.493 eV
C2H4 triplet with EOM gap: full 4.487, TDA 4.815 eV
C2H4 BSE triplet instability: twist 63.411 deg
Full triplet 0.1 and 0.4 deg before it: 0.1412, 0.2838 eV
Their energy ratio far/near: 2.0104
Planar stability eigenvalue: 3.090 eV
C2H4 triplet at 31.71 deg: full 3.352, TDA 3.718, EOM 3.635 eV
  errors: full -0.283, TDA +0.083 eV; gap factor 1.097
  largest gap factor of any singlet: 1.062
C2H4 triplet at 62.41 deg: full 0.454, TDA 1.384, EOM 1.449 eV
  errors: full -0.995, TDA -0.064 eV; gap factor 2.897
  largest gap factor of any singlet: 1.132
```
